\section*{Surface Green function and end state of a semi-infinite dimerized chain}

\section{Problem}

A semi-infinite chain consists of cells $n=1,2,\ldots$, each with two sites $A_n$ and $B_n$. There is one orbital per site, the orbitals are orthogonal, and all site energies are zero. An electron hops between $A_n$ and $B_n$ with amplitude $v>0$, and between $B_n$ and $A_{n+1}$ with amplitude $w>0$:
\begin{equation}
H=\sum_{n\ge1}\Big(v\,|A_n\rangle\langle B_n|+w\,|A_{n+1}\rangle\langle B_n|+\text{h.c.}\Big).
\end{equation}
The chain ends at $A_1$ with a complete cell. The bonds are frozen and the electrons do not interact. The end-site, or surface, Green function is
\begin{equation}
g(z)=\langle A_1|(z-H)^{-1}|A_1\rangle ,\qquad \operatorname{Im}z>0,
\end{equation}
and its retarded value at a real energy $E$ is the limit $z\to E+i0$. Atomic units are used in the algebra and eV in the numbers.

\begin{enumerate}
\item Estimate, without solving for $g$, when a state is bound to the end and what fraction $Z$ of it lies on $A_1$.
\item Find $g(z)$ in closed form and determine its pole at $E=0$ for $v<w$, $v=w$ and $v>w$.
\item Evaluate the result for $v=2.15$ eV, $w=2.85$ eV and a cell length $a=0.246$ nm. These are rough values in the regime of trans-polyacetylene, considered as a molecular wire.
\end{enumerate}

\section{First estimate by scaling}

The fraction $Z$ is dimensionless, so it depends on $r=v/w$ alone. Two extreme cases show what to expect. For $v=0$ the site $A_1$ is isolated: it holds a state at zero energy with $Z=1$. For $w=0$ the chain is a set of separate pairs with energies $\pm v$, and nothing lies at zero. An end state therefore belongs to small $r$. It can be lost when its decay length diverges, which suggests a threshold where the bulk gap closes.

To locate that point, insert a Bloch wave of phase $k$ per cell into the infinite chain. The two sublattices are coupled by $v+we^{ik}$ and its conjugate, so
\begin{equation}
E^2=|v+we^{ik}|^2=v^2+w^2+2vw\cos k .
\label{eq:bulk}
\end{equation}
The bands cover $|w-v|\le|E|\le w+v$, and the gap closes at $v=w$.

\paragraph{Weakly coupled end, $r\ll1$.} Site $A_1$ is attached by $v$ to the pair $B_1,A_2$, whose states $|\pm\rangle=(|B_1\rangle\pm|A_2\rangle)/\sqrt2$ have energies $\pm w$. Each matrix element with $A_1$ is $v/\sqrt2$, and the energy denominators are $0\mp w$. The first-order admixture is
\begin{equation}
-\frac{v}{\sqrt2\,w}|+\rangle+\frac{v}{\sqrt2\,w}|-\rangle=-\frac vw|A_2\rangle .
\end{equation}
The $B_1$ parts cancel. Normalizing the two-site state gives
\begin{equation}
Z\approx\frac{1}{1+r^2}.
\label{eq:est1}
\end{equation}

\paragraph{Nearly closed gap, $r\to1$.} Put $k=\pi+q$ in Eq.~\eqref{eq:bulk} and use $\cos k\approx-1+q^2/2$. Then $E^2\approx(w-v)^2+vwq^2$. At $E=0$ this requires $q=\pm i\kappa$ with $\kappa=(w-v)/\sqrt{vw}$. Since $H$ connects only $A$ sites to $B$ sites, the equations for the two sublattices separate at $E=0$, and the state bound to $A_1$ lies on $A$ sites alone. Its density falls as $e^{-2\kappa n}$. Replacing the sum over cells by an integral gives a norm of $1/(2\kappa)$ times the density at the end, so
\begin{equation}
Z\approx2\kappa=\frac{2(w-v)}{\sqrt{vw}} .
\label{eq:est2}
\end{equation}

For the given hoppings $r=0.754$ and $r^2=0.569$. Equation~\eqref{eq:est1} gives $1/1.569=0.64$, and Eq.~\eqref{eq:est2} gives $1.40/2.475=0.57$. The ratio is in neither limit, so the estimates say only that roughly half of the state should sit on the end site.

\section{Exact solution}

\subsection{Removing one cell}

Let $x=(z-H)^{-1}|A_1\rangle$, so that $g=x_{A_1}$. The row of $(z-H)x=|A_1\rangle$ on site $A_1$ is
\begin{equation}
z\,x_{A_1}-v\,x_{B_1}=1 .
\end{equation}
The other rows describe the chain without $A_1$, driven by a source $v\,x_{A_1}$ on $B_1$. If $g_B$ is the end-site Green function of that shortened chain, then $x_{B_1}=g_B\,v\,x_{A_1}$. Substitution gives the first relation below. Removing $B_1$ in the same way leaves a chain that starts at $A_2$ and is identical to the original one, which gives the second:
\begin{equation}
g=\frac1{z-v^2g_B},\qquad g_B=\frac1{z-w^2g}.
\end{equation}
Eliminate $g_B$ and clear the fractions:
\begin{align}
g\left(z-\frac{v^2}{z-w^2g}\right)&=1,\\
g\left[z(z-w^2g)-v^2\right]&=z-w^2g,\\
zw^2g^2-(z^2+w^2-v^2)\,g+z&=0 .
\label{eq:quad}
\end{align}
The discriminant is a difference of squares:
\begin{align}
R^2&=(z^2+w^2-v^2)^2-4z^2w^2\nonumber\\
&=\left[(z-w)^2-v^2\right]\left[(z+w)^2-v^2\right]\nonumber\\
&=(z-w-v)(z-w+v)(z+w-v)(z+w+v)\nonumber\\
&=\left[z^2-(w+v)^2\right]\left[z^2-(w-v)^2\right].
\label{eq:disc}
\end{align}
The last line pairs the first factor with the fourth and the second with the third. The zeros of $R^2$ are the band edges found from Eq.~\eqref{eq:bulk}.

\subsection{Choosing the root}

All zeros of $R^2$ are real, so $R$ can be defined as an analytic function without zeros in the upper half plane. Fix its sign by $R\to z^2$ at large $|z|$. The two solutions of Eq.~\eqref{eq:quad} are $(z^2+w^2-v^2\mp R)/(2zw^2)$. With the plus sign the solution grows as $z/w^2$, whereas the resolvent of a Hermitian $H$ obeys $|g|\le1/\operatorname{Im}z$. With the minus sign, $R\approx(z^2+w^2-v^2)-2w^2$ at large $|z|$, and $g\to1/z$ as required. The two solutions never meet in the upper half plane because $R\ne0$ there, so the choice made at large $|z|$ holds throughout:
\begin{equation}
g(z)=\frac{z^2+w^2-v^2-R(z)}{2zw^2}.
\label{eq:g}
\end{equation}

\subsection{The pole at midgap}

The sign of $R$ near $z=0$ decides whether there is a pole. Follow the imaginary axis, $z=iy$ with $y>0$:
\begin{equation}
R^2(iy)=\left[y^2+(w+v)^2\right]\left[y^2+(w-v)^2\right]>0 .
\end{equation}
Here $R$ is real and does not vanish. At large $y$ it tends to $(iy)^2=-y^2$, so it is negative on the whole axis. Hence
\begin{equation}
R(0)=-(w+v)|w-v|=-|w^2-v^2| .
\end{equation}
The coefficient of $1/z$ in Eq.~\eqref{eq:g} is
\begin{equation}
Z=\lim_{z\to0}z\,g(z)=\frac{w^2-v^2+|w^2-v^2|}{2w^2}
=\begin{cases}1-(v/w)^2,&v<w,\\[2pt]0,&v\ge w.\end{cases}
\label{eq:Z}
\end{equation}
For $v<w$ the two terms add, and for $v>w$ they cancel. The root $R$ is unchanged when $v$ and $w$ are exchanged; the term $w^2-v^2$ beside it changes sign, and so distinguishes the two possible end bonds.

What replaces the pole follows from Eq.~\eqref{eq:quad}. For $v>w$ the function $g$ is small near zero energy, the quadratic term can be dropped, and
\begin{equation}
g(E)\approx-\frac{E}{v^2-w^2}.
\end{equation}
The end site then has no spectral weight in the gap. For $v=w$, division of Eq.~\eqref{eq:quad} by $z$ gives $w^2g^2-zg+1=0$, so $g(0)=\pm i/w$. A retarded function has $\operatorname{Im}g\le0$, which selects $g(0)=-i/w$: the end of a uniform chain has a finite density of states at the band centre.

\subsection{Where the remaining weight goes}

The local density of states, per spin, is $\rho(E)=-\operatorname{Im}g(E+i0)/\pi$. The pole contributes $Z\,\delta(E)$. Inside the bands $R^2<0$, so $R$ is imaginary, and its sign is the one that makes $\rho$ positive:
\begin{equation}
\rho(E)=\frac{\sqrt{\left[(w+v)^2-E^2\right]\left[E^2-(w-v)^2\right]}}{2\pi|E|w^2}.
\label{eq:rho}
\end{equation}
To integrate over both bands, set $x=E^2$, so that $dE/E=dx/(2x)$. With $\alpha=(w-v)^2$ and $\beta=(w+v)^2$,
\begin{equation}
W=\int\rho\,dE=\frac1{2\pi w^2}\int_\alpha^\beta\frac{\sqrt{(\beta-x)(x-\alpha)}}{x}\,dx .
\end{equation}
Substitute $x=m+h\cos\theta$, where $m=(\alpha+\beta)/2$ and $h=(\beta-\alpha)/2$. The numerator times $|dx|$ becomes $h^2\sin^2\theta\,d\theta$, and
\begin{equation}
h^2\sin^2\theta=(m+h\cos\theta)(m-h\cos\theta)-(m^2-h^2).
\end{equation}
With $t=\tan(\theta/2)$,
\begin{equation}
\int_0^\pi\frac{d\theta}{m+h\cos\theta}=\int_0^\infty\frac{2\,dt}{(m+h)+(m-h)t^2}=\frac{\pi}{\sqrt{m^2-h^2}} .
\end{equation}
The integral over $x$ is therefore $\pi(m-\sqrt{m^2-h^2})$. Since $m=w^2+v^2$ and $m^2-h^2=\alpha\beta=(w^2-v^2)^2$,
\begin{equation}
W=\frac{w^2+v^2-|w^2-v^2|}{2w^2}=\min\!\left(1,\frac{v^2}{w^2}\right).
\end{equation}
Thus $Z+W=1$ in every case, as the normalization of the orbital on $A_1$ demands.

\subsection{The state behind the pole}

At $E=0$ the Schr\"odinger equation on $A_1$ reads $v\psi_{B_1}=0$. On $A_n$ with $n>1$ it reads $w\psi_{B_{n-1}}+v\psi_{B_n}=0$, so every $B$ amplitude vanishes. On $B_n$ it reads $v\psi_{A_n}+w\psi_{A_{n+1}}=0$, hence
\begin{equation}
\psi_{A_n}=(-r)^{n-1}\psi_{A_1},\qquad
1=|\psi_{A_1}|^2\sum_{n\ge1}r^{2(n-1)}=\frac{|\psi_{A_1}|^2}{1-r^2}.
\label{eq:psi}
\end{equation}
The sum converges for $r<1$ and gives $|\psi_{A_1}|^2=1-r^2=Z$. The pole weight is the share of one whole, normalized state that lies on the end site; the rest of that state is on $A_2,A_3,\ldots$. The amplitude falls by $e$ over the length $a/\ln(w/v)$.

\section{Numbers for the wire}

The inner band edge is $w-v=0.70$ eV (0.0257 hartree), the outer edge is 5.00 eV and the full gap is 1.40 eV. The pole weight is
\begin{equation}
Z=1-\left(\frac{2.15}{2.85}\right)^2=1-0.569=0.431 .
\end{equation}
Diagonalizing a finite chain of 200 cells and adding the end-site weights of the states in the gap gives the same 0.431. With $v$ and $w$ exchanged the result is zero. The bulk bands are unchanged by this exchange, so the difference comes from the termination.

At $E=0.35$ eV, halfway from midgap to the band edge, $R=-3.024$ eV$^2$ and
\begin{equation}
g=\frac{0.1225+8.1225-4.6225+3.0237}{2(0.35)(8.1225)}\ \text{eV}^{-1}=1.169\ \text{eV}^{-1}.
\end{equation}
The pole term alone gives $0.431/0.35=1.231$ eV$^{-1}$, so it still dominates $g$ there. With an energy broadening $\eta=0.01$ eV the density of states at $E=0$ is $Z/(\pi\eta)=13.7$ eV$^{-1}$. For the exchanged hoppings it is 0.0009 eV$^{-1}$.

The decay length is $0.246/\ln(2.85/2.15)=0.873$ nm, or 8.73 angstrom. A finite wire of $N$ complete cells has a second end state, on the $B$ sites of the far end. Applying $H$ to the left state leaves just the unbalanced term $v\psi_{A_N}$ on $B_N$, where the right state has amplitude of magnitude $\sqrt Z$. The coupling is thus $vZr^{N-1}=wZr^N$ in magnitude, and the two levels at $\pm wZr^N$ are separated by
\begin{equation}
\Delta_N\approx2wZr^N\qquad(r^N\ll1).
\end{equation}
For 16 cells (3.9 nm) this is 0.027 eV, close to the thermal energy of 0.026 eV at 300 K. For 40 cells (9.8 nm) it is $3.1\times10^{-5}$ eV. Treating one end as semi-infinite is thus a good approximation for the longer wire, unless energies finer than that splitting matter.

\section{Comparison of the estimate with the solution}

The exact weight 0.43 lies below both estimates, 0.64 and 0.57, which are 48\% and 31\% too large relative to it. Equation~\eqref{eq:psi} shows why. The first estimate keeps two terms of the geometric norm, $1+r^2$, and omits the tail $r^4+r^6+\cdots$. Its expansion $1-r^2+r^4-\cdots$ agrees with $Z$ through order $r^2$.

The second estimate replaces the sum by an integral. With the exact decay constant $\lambda=\ln(1/r)$ the norm is $1/(1-e^{-2\lambda})$, which exceeds the integral $1/(2\lambda)$; the integral therefore overstates $Z$. Near the threshold $Z=(1-r)(1+r)\to2(1-r)$, in agreement with $2\kappa=2(1-r)/\sqrt r$. The scaling arguments thus give the threshold and both limiting laws, while the value at intermediate $r$ needs the full sum.

\section{What a real wire changes}

The zero energy of the state rests on the absence of site energies on the $A$ sites and of hopping among them. Four additions to the model, with rough illustrative strengths and all other parameters fixed, show how sensitive it is.

\paragraph{Second-neighbour hopping.} A hopping $t'$ between sites of the same sublattice shifts the end level, to first order, by $2t'\sum_n\psi_{A_n}\psi_{A_{n+1}}=-2t'r$. It also adds $2t'\cos k$ to both bands. For small $t'$ the gap edges stay at $k=\pi$, so midgap moves to $-2t'$. The level lies $2t'(1-r)$ from the new midgap, which is 0.049 eV for $t'=0.10$ eV.

\paragraph{An end group.} A site energy $\varepsilon$ on $A_1$ changes $g^{-1}$ to $g^{-1}-\varepsilon$. The pole moves to the root of $1=\varepsilon g(E)$, near $\varepsilon Z$ for small $\varepsilon$. For $\varepsilon=0.50$ eV the root is 0.212 eV, against 0.215 eV at first order.

\paragraph{A metal contact.} An energy-independent self-energy $-i\Gamma/2$ on $A_1$ changes $g^{-1}$ to $g^{-1}+i\Gamma/2$. Near the pole $g^{-1}\approx E/Z$, so the new function is $Z/(E+iZ\Gamma/2)$ and the full width is $Z\Gamma$, as long as $Z\Gamma$ is small compared with the gap; for stronger contacts the width is smaller than this. For $\Gamma=0.10$ eV it is 0.043 eV. The state is broadened less than an isolated orbital because only the fraction $Z$ of it touches the contact.

\paragraph{Electron repulsion.} Let one electron occupy the end state, with a repulsion $U$ between opposite spins on the same site. In mean field with the orbital frozen, the opposite-spin level is raised relative to the occupied one by
\begin{equation}
U\sum_n|\psi_{A_n}|^4=\frac{UZ^2}{1-r^4}=\frac{UZ}{1+r^2}.
\end{equation}
For $U=3$ eV, a rough screened value, this is 0.82 eV. It is more than half of the full gap of 1.40 eV, so repulsion is not a small correction, and a first-order figure of this size is a guide to scale only: letting the orbitals relax self-consistently in the same mean field raises it to about 1.0 eV.

\paragraph{Comparison with polyacetylene.} A mean hopping of 2.5 eV and a gap near 1.4 eV are rough values for this polymer. The end-site weight depends strongly on the assumption of frozen bonds, with a long bond at the end. In a real chain the bonds can relax, and the end may take a short bond while the change of bond order moves inward as a domain wall. To size this, let bond $j$ have the hopping $\frac{v+w}2+(-1)^j\frac{w-v}2\tanh\frac{j-15}{7}$. The zero-energy equations on the $B$ sites still fix the $A$ amplitudes one after another, and the hoppings far from the end still make them decay, so the zero mode survives. Its weight on the end site, however, falls from 0.43 to about 0.009. The wall's position and width are prescribed here, not obtained by minimizing an energy, and the figure depends strongly on the position: with the same width it is 0.12 for a wall centred at bond 5 and 0.0006 for one at bond 25. With the wall held there, a probe or contact that couples to the last atom would see little of the midgap state, even though the state is still present. In a finite wire of complete cells that relaxes freely, the walls from the two ends can also meet and annihilate, provided the two midgap electrons have opposite spins; the wire then has short bonds at both ends and no midgap state. The weight $1-(v/w)^2$ applies to a chain held in the stated bond pattern, with interactions weak compared with the gap; the values used here are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
hopping inside cell v = 2.15 eV
hopping between cells w = 2.85 eV
ratio v/w = 0.75439
cell length = 0.246 nm
inner band edge = 0.700 eV = 0.02572 hartree
outer band edge = 5.000 eV
full gap = 1.400 eV
largest Green-function error = 1.8e-15 1/eV
sample energy in gap = 0.35 eV
R at sample energy = -3.02365 eV^2
g at sample energy = 1.16891 1/eV
pole weight, formula = 0.430902
pole weight, diagonalized = 0.430902
pole weight, v and w exchanged = 0.000000
band weight, integrated = 0.569098
band weight, v and w exchanged = 1.000000
band density of states at 1.5 eV = 0.08266 1/eV
broadening eta = 0.010 eV
broadened density at E=0 = 13.7165 1/eV
same, v and w exchanged = 0.000909 1/eV
amplitude decay length = 0.8728 nm = 8.728 angstrom
wire of 16 cells: length = 3.936 nm
  splitting, diagonalized = 2.7045e-02 eV
  splitting, formula = 2.7024e-02 eV
wire of 40 cells: length = 9.840 nm
  splitting, diagonalized = 3.1189e-05 eV
  splitting, formula = 3.1189e-05 eV
temperature = 300 K
thermal energy = 0.02585 eV
second-neighbour hopping = 0.10 eV
  shift from midgap, diagonalized = 0.04912 eV
  shift from midgap, first order = 0.04912 eV
end-group energy = 0.50 eV
  shifted pole = 0.21169 eV
  first-order shift = 0.21545 eV
contact strength Gamma = 0.10 eV
  level width, diagonalized = 0.04310 eV
  level width, Z Gamma = 0.04309 eV
on-site repulsion U = 3.0 eV
  sum of fourth powers of amplitude = 0.27462
  first-order spin splitting = 0.8239 eV
domain-wall center = bond 15
domain-wall width parameter = 7 bonds
  end-site weight with wall = 0.00925
\end{verbatim}
